\section*{The Inverse-Field Window That Separates Two Close Quantum-Oscillation Frequencies}

\section*{Problem}

A two-dimensional electron gas with two occupied subbands shows quantum oscillations of frequencies $F_1=10$ T and $F_2=12$ T in a perpendicular magnetic field $B$. The sweep ends at $B_{\rm top}=10$ T. The effective mass is $m=0.07$ electron masses, the quantum mobility is $\mu_q=20000$ cm$^2$/Vs in both subbands, and the temperature is 1.5 K.

(a) How long an interval of $1/B$ is needed to separate the two frequencies in a Fourier transform, and how far down in field must the sweep therefore reach?

(b) How do the relative phase of the oscillations and a taper change the answer?

(c) Are the oscillations still strong enough at that field, and does the spectrum then give the correct frequencies?

\section*{The signal}

The algebra uses atomic units, $\hbar=e=m_e=1$. Bands are parabolic and spin degenerate, and the Fermi level is held fixed until the last section. Small relative oscillations of the resistance are taken as proportional to those of the density of states. Near the top field the oscillations are not small, so the spectra computed below are strictly those of the density of states.

The Landau levels of a subband lie at $(n+\tfrac12)\omega$ above its edge, with $\omega=B/m$. A level crosses the Fermi energy $E$, measured from the same edge, when
\begin{equation}
\frac1B=\frac{n+\frac12}{mE}.
\end{equation}
The crossings are evenly spaced in $x=1/B$ with period $1/F$, where $F=mE=k_F^2/2$. With two spins, the density is $2\pi k_F^2/(2\pi)^2=F/\pi$.

To find the amplitude, give each level a Lorentzian profile $L(\epsilon)=(\gamma/\pi)/(\epsilon^2+\gamma^2)$. A spin-degenerate level holds $B/\pi$ electrons per area, and the zero-field density of states is $m/\pi$. The ratio of the density of states to its zero-field value is therefore
\begin{equation}
g=\omega\sum_n L\!\left(E-(n+\tfrac12)\omega\right).
\end{equation}
Extend the sum to all integers $n$. This adds the tails of levels that do not exist below the band edge, which contribute about $\int_{-\infty}^0(\gamma/\pi)(E-\epsilon)^{-2}d\epsilon=\gamma/(\pi E)$. Poisson summation replaces $\sum_n h(n)$ by $\sum_k\int h(\nu)e^{2\pi ik\nu}d\nu$. With $\epsilon=E-(\nu+\frac12)\omega$,
\begin{align}
g&=\sum_k e^{-i\pi k}e^{2\pi ikE/\omega}\int L(\epsilon)e^{-2\pi ik\epsilon/\omega}d\epsilon\\
&=1+2\sum_{k\ge1}(-1)^k e^{-2\pi k\gamma/\omega}\cos\frac{2\pi kF}{B},
\end{align}
because the transform of a Lorentzian is $e^{-2\pi|k|\gamma/\omega}$ and $E/\omega=F/B$. Let $\gamma=1/(2\tau)$ and $\mu_q=\tau/m$. The damping factor of harmonic $k$ is then $R_D^k$, with
\begin{equation}
R_D=e^{-\pi/(\mu_qB)}.
\end{equation}

Temperature averages $g$ over energy with the weight $1/[4\theta\cosh^2(\epsilon/2\theta)]$, where $\theta$ is the thermal energy. The weight is even, so each cosine is multiplied by
\begin{equation}
I=\int_{-\infty}^{\infty}\frac{e^{iq\epsilon}}{4\theta\cosh^2(\epsilon/2\theta)}\,d\epsilon,\qquad q=\frac{2\pi k}{\omega}.
\end{equation}
Shifting the path up by $2\pi i\theta$ multiplies the integrand by $e^{-2\pi\theta q}$ and encloses the double pole at $\epsilon=i\pi\theta$. Near it, with $\epsilon=i\pi\theta+\eta$, the denominator is $-\eta^2/\theta$ up to even higher powers. The residue is therefore $-i\theta q\,e^{-\pi\theta q}$, and
\begin{equation}
I(1-e^{-2\pi\theta q})=2\pi\theta q\,e^{-\pi\theta q}
\quad\Longrightarrow\quad
I=\frac{\pi\theta q}{\sinh(\pi\theta q)}=\frac{kX}{\sinh kX},
\end{equation}
where $X=2\pi^2\theta/\omega$. For $k=1$ this factor is called $R_T$.

For the $F_1$ subband, a direct sum over thermally averaged levels differs from this series by at most 0.0079 of the zero-field density of states, for fields between 1.67 and 10 T. A sum cut at 120 levels, as in the numerical output, gives 0.0084, because it also drops the tails of the higher levels. The estimated tail error is $0.000413/(\pi\times0.01654)=0.008$.

\section*{(a) Window and lowest field}

Take a window of length $W$ in $x$, centred on $x_c$. A tone $e^{2\pi iF(x-x_c)}$ has the normalized transform
\begin{equation}
\frac1W\int_{-W/2}^{W/2}e^{2\pi i(F-f)t}\,dt=s(u),\qquad s(u)=\frac{\sin\pi u}{\pi u},\quad u=(f-F)W.
\end{equation}
A real cosine also contains a tone at $-F$. For $f$ between 10 and 12 T its offset is at least 20 T, so at $W=0.5$ T$^{-1}$ it adds at most $1/(10\pi)=0.03$ of a peak height. It is neglected in the formulas below.

The first zero of $s$ is at $|u|=1$. As the resolution criterion, let the peak of one tone fall on the first zero of the other. With $\Delta F=F_2-F_1$,
\begin{equation}
W=\frac1{\Delta F}=\frac1{2\ {\rm T}}=0.5\ {\rm T}^{-1}.
\end{equation}
The window then holds $F_1W=5$ cycles of one oscillation and $F_2W=6$ of the other: they have slipped by one full cycle.

The window starts at $1/B_{\rm top}$, so the sweep must reach
\begin{equation}
B_{\rm low}=\frac1{1/B_{\rm top}+1/\Delta F}=\frac{B_{\rm top}\Delta F}{B_{\rm top}+\Delta F}=\frac{20}{12}\ {\rm T}=1.67\ {\rm T}.
\end{equation}
This is the field down to which usable data are required. Whether they exist there depends on damping, treated in part (c).

Since $B_{\rm top}/(B_{\rm top}+\Delta F)<1$, $B_{\rm low}$ is below $\Delta F=2$ T for every top field. A 30 T magnet relaxes the requirement only to 1.88 T. Most of the inverse-field interval lies at low field, and a stronger magnet cannot replace those data under this criterion.

The data must be placed on an even grid in $1/B$ before an ordinary discrete transform. From $|\delta(1/B)|\approx\delta B/B^2=1/F$, the local field period is $B^2/F$. For $F_2$ at 1.67 T it is 0.23 T, and the field steps must be well below this.

\section*{(b) Phase and taper}

Let two tones of equal strength have relative phase $\delta$ at the window centre. At $W=1/\Delta F$ the midpoint frequency has $u=\pm\frac12$, where $s=2/\pi$. At $F_1$ the first tone gives 1 and the second gives 0. Hence
\begin{equation}
\frac{|S(\text{midpoint})|}{|S(F_1)|}=\frac2\pi\left|1+e^{i\delta}\right|=\frac4\pi\left|\cos\frac\delta2\right|.
\end{equation}
The ratio is 1.27 for $\delta=0$, 0.90 for $90^\circ$ and 0 for $180^\circ$. In-phase tones thus merge into one maximum at the nominal window.

To find the window that splits tones of any phase, write $s_\pm=s(a\pm v)$, with $a=W\Delta F/2$ and $v$ the distance from the midpoint times $W$. Since $s$ is even,
\begin{equation}
|S|^2=\cos^2\!\frac\delta2\,(s_++s_-)^2+\sin^2\!\frac\delta2\,(s_+-s_-)^2 .
\label{eq:phase}
\end{equation}
The second term vanishes at $v=0$ and is nowhere negative, so it can only help to form a minimum there. The in-phase case is the most demanding. Its midpoint turns from a maximum into a minimum when $s''(a)=0$. With $y=\pi a$,
\begin{align}
\frac{d^2}{dy^2}\frac{\sin y}{y}&=-\frac{\sin y}{y}-\frac{2\cos y}{y^2}+\frac{2\sin y}{y^3}=0\\
&\Longrightarrow\quad (2-y^2)\sin y=2y\cos y .
\end{align}
The first positive root is $y=2.08$. Therefore $W=2y/(\pi\Delta F)=1.33/\Delta F=0.663$ T$^{-1}$, and the sweep must reach 1.31 T. This holds for undamped tones. The damping of part (c) raises the worst-phase window starting at 10 T to about 0.67 T$^{-1}$, and in the full level sum a window of 0.663 T$^{-1}$ starting at 5 T still gives a single maximum.

A Hann taper, $\cos^2(\pi t/W)=\frac12[1+\cos(2\pi t/W)]$, suppresses distant side lobes but widens the main one. Normalized to its peak, the response is
\begin{align}
s(u)+\tfrac12[s(u+1)+s(u-1)]
&=\frac{\sin\pi u}{\pi}\left[\frac1u-\frac12\left(\frac1{u+1}+\frac1{u-1}\right)\right]\\
&=\frac{\sin\pi u}{\pi}\left[\frac1u-\frac{u}{u^2-1}\right]=\frac{s(u)}{1-u^2}.
\end{align}
At $u=1$ the zero of $s$ is cancelled and the value is $\frac12$. The first zero moves to $u=2$, so the same criterion now needs $W=2/\Delta F=1$ T$^{-1}$. Phase and damping matter here too: for the full level sum from 10 T, this tapered window gives peaks at 10.31 and 11.69 T with a minimum of 0.97 of the peak height, so the lines are barely split.

\begin{center}
\begin{tabular}{lccc}
\hline
Case & $B_{\rm top}$ (T) & $W$ (T$^{-1}$) & $B_{\rm low}$ (T)\\
\hline
First zero, no taper & 10 & 0.50 & 1.67\\
First zero, no taper & 30 & 0.50 & 1.88\\
In-phase tones just split & 10 & 0.66 & 1.31\\
First zero, Hann taper & 10 & 1.00 & 0.91\\
\hline
\end{tabular}
\end{center}

\section*{(c) Signal strength and measured frequencies}

\subsection*{Damping}

A mobility of $10^4$ cm$^2$/Vs corresponds to 1 T$^{-1}$, so $\mu_q=2$ T$^{-1}$ here. At 1.67 T,
\begin{equation}
R_D=e^{-\pi/(2\times1.667)}=0.39 .
\end{equation}
The cyclotron energy is 0.00276 eV and the thermal energy 0.000129 eV. Thus $X=2\pi^2\times0.000129/0.00276=0.92$ and $R_T=0.87$. The first harmonic has amplitude $2R_DR_T=0.68$ of the subband's zero-field density of states. It falls to 0.01 only at 0.43 T. If 0.01 is the detection limit, all the lowest fields in the table are accessible in this model, and resolution rather than visibility sets the required field.

Damping also broadens the spectral line. For a record running from $x=0$ to infinity,
\begin{equation}
\int_0^\infty e^{-\pi x/\mu_q-2\pi i(f-F)x}dx=\frac1{\pi/\mu_q+2\pi i(f-F)} .
\end{equation}
The power is halved at $|f-F|=1/(2\mu_q)$, so the full width is $1/\mu_q=0.5$ T. Keeping this width below $\Delta F$ requires $\mu_q>1/\Delta F$, or 5000 cm$^2$/Vs. At that mobility $R_D$ at 1.67 T is only $e^{-\pi/(0.5\times1.667)}=0.02$, so the condition on width does not guarantee a strong signal.

\subsection*{Separated peaks can be displaced}

Both subbands have the same phase at $1/B=0$. At the centre of the nominal window, $x_c=0.35$ T$^{-1}$, their relative phase is $\delta=2\pi\times2\times0.35=1.4\pi$, or $252^\circ$. The undamped midpoint ratio is $(4/\pi)|\cos126^\circ|=0.75$, so the peaks should separate.

They should also shift. The second tone vanishes at $F_1$, but its slope does not. With $u=(f-F_1)W$, expansion gives $s(u)\approx1-\pi^2u^2/6$ and $s(u-1)\approx u+u^2$. To second order in $u$,
\begin{equation}
|S|^2\approx1+2u\cos\delta+u^2\left(1+2\cos\delta-\frac{\pi^2}{3}\right).
\end{equation}
For $\cos\delta=-0.31$ the maximum is at $u=-0.31/2.91=-0.11$, a shift of $u/W=-0.21$ T. By symmetry the upper peak moves up by the same amount.

The transform of the full level sum, with damping, temperature and harmonics, has peaks at 9.77 and 12.39 T. The minimum between them is 0.52 of the height of the weaker peak. The frequencies are resolved, but their apparent separation is 2.62 T instead of 2.00 T, an error of 31\% relative to the true separation. The lower shift is close to the undamped estimate, but partly by cancellation. Damping and temperature, applied to the two tones $e^{2\pi iFx}$, move their peaks further out, to 9.68 and 12.32 T. The tones at negative frequency and the higher harmonics account for the remaining differences.

Doubling the window with the same top field, which takes the sweep down to 0.91 T, moves the peaks to 9.92 and 12.14 T. The separation error falls to 11\%. The improvement is not steady: the separation is 2.25 T for $W=0.6$ T$^{-1}$ but 2.42 T for 0.8 T$^{-1}$. Both $\delta$ and the overlap of the two window responses change with $W$. A window sufficient to resolve two peaks is therefore not automatically sufficient to measure them accurately.

A window that is too short can even show a false splitting. For two undamped cosines and $W=0.25$ T$^{-1}$, the window centre is at 0.225 T$^{-1}$ and $\delta=162^\circ$. At exact opposition the first term of Eq.~(\ref{eq:phase}) vanishes, and the second gives a zero at the midpoint however short the window. At $162^\circ$ the first term is small but not zero, and at this width a minimum remains near the midpoint. The computed peaks lie at 8.26 and 13.73 T, a separation of 5.47 T. Two maxima alone are not evidence that $\Delta F$ has been measured. Repeating the analysis with a different window reveals such a dependence on $W$.

\section*{The real setting and the limits of the model}

The parameters are rough values for a modulation-doped, coupled double quantum well at liquid-helium temperature. The frequencies correspond to densities of $4.84\times10^{11}$ and $5.80\times10^{11}$ cm$^{-2}$, and to a subband gap of 0.0033 eV produced by tunnelling between the wells. One assumption open to question in such a device is the fixed Fermi level. An isolated electron gas keeps its total density instead, and its Fermi level moves as the levels empty.

This matters because the top of the sweep is near the quantum limit: $F/B$ is only 1.0 and 1.2 at 10 T. The second harmonic there is 0.845 of the first. At fixed total density the Fermi level moves by up to 0.0043 eV, compared with a Fermi energy of 0.0198 eV in the lower subband. The highest spectral points on either side of 11 T become 9.31 and 11.66 T, with a minimum between them of 0.56 of the weaker of the two. Their separation is 2.35 T, but both now lie below the true frequencies. This calculation omits thermal smearing. Including it lowers the amplitudes but moves these two points by no more than 0.01 T, so the displacement comes from the density constraint.

A component at $F_1+F_2=22$ T also appears, 1.46 times as strong as the larger of the amplitudes at 10 and 12 T. Thermal smearing lowers this ratio to 1.36. With the Fermi level fixed, and thermal smearing included, the ratio is 0.31, and there is no peak at 22 T: the value lies between the second-harmonic peaks near 20 and 24 T. The frequency follows from counting. The total density is $(F_1+F_2)/\pi$ and each level holds $B/\pi$, so the number of filled levels is $(F_1+F_2)/B$. For narrow, separate levels, the Fermi level jumps whenever this number passes an integer. In an isolated gas a strong line therefore need not belong to either subband.

Leaving out the high-field end weakens the higher harmonics: the damping factor $R_D$ is $e^{-\pi/(2\times5)}=0.730$ at 5 T, against 0.855 at 10 T. But it can cost resolution. A window of 0.5 T$^{-1}$ ending at 5 T reaches $1/(0.2+0.5)=1.43$ T, and its centre lies at 0.45 T$^{-1}$, where $\delta=1.8\pi$, or $324^\circ$. The tones are then nearly in phase, and the level model with a fixed Fermi level gives a single maximum at 11.15 T. A window of 0.8 T$^{-1}$, which reaches down to 1.0 T, gives two peaks again, at 10.21 and 11.87 T.

Two further effects change amplitudes or add lines:
\begin{itemize}
\item Spin splitting shifts the levels by $\pm g_sB/4$, where $g_s$ is the effective g factor of the electrons, and hence the oscillation phase by $\pm\pi g_sm/2$. Averaging the two spins multiplies the first harmonic by $\cos(\pi g_sm/2)$. For a rough exchange-enhanced $g_s=5$ this is 0.85. If $g_s$ is constant, the frequency is unchanged.
\item Scattering between subbands can make the resistance depend on the product of their densities of states. This product contains the difference frequency, 2 T. Its phase depends on the fixed subband gap and not on energy, so it lacks the thermal factor. Its rough size relative to a main oscillation at 1.67 T is $R_D^2/(R_DR_T)=0.45$. It lies 8 T from the nearer main line, four times the resolution $1/W$.
\end{itemize}

The window of 0.5 T$^{-1}$ and the field of 1.67 T are thus a minimum specification for planning the sweep under the first-zero criterion. Reliable frequencies call for a longer window, as far as damping permits, and a check that the peaks stay in place when the high-field end is removed. Most of the computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Frequencies F1, F2: 10.0, 12.0 T
Top field: 10.0 T
Required inverse-field window: 0.500 1/T
Required lowest field: 1.667 T
Cycles in window, F1 and F2: 5.0, 6.0
Lowest field if top field were 30 T: 1.875 T
Field period of F2 at lowest field: 0.231 T
Midpoint/peak at phases 0, 90, 180 deg: 1.273, 0.900, 0.000
Window to split in-phase tones: 0.663 1/T
Lowest field for in-phase tones: 1.311 T
Hann leakage at the basic window: 0.500
Hann first-zero window: 1.000 1/T
Lowest field with Hann taper: 0.909 T
Effective mass (rough): 0.070 electron masses
Quantum mobility (rough): 20000 cm2/Vs
Temperature: 1.50 K
Fermi energies above subband edges: 0.01654, 0.01985 eV
Subband gap: 0.00331 eV
Subband densities: 4.836e+11, 5.803e+11 cm^-2
Density of F1 subband by counting: 4.836e+11 cm^-2
Fermi wavevector of F1 subband: 0.1743 1/nm
Level half-width: 0.000413 eV; kT: 0.000129 eV
Cyclotron energy at top field: 0.01654 eV
Cyclotron energy at lowest field: 0.00276 eV
Minimum quantum mobility for line width: 5000 cm2/Vs
Damped line full width (power): 0.500 T
Dingle factor at top and lowest field: 0.855, 0.390
Thermal factor at lowest field: 0.870
Relative oscillation amplitude there: 0.678
Field where amplitude falls to 0.01: 0.428 T
Largest series minus level-sum error: 0.0084
Level model, basic window, peaks: 9.77, 12.39 T
Level model, basic window, dip/lower peak: 0.524
Level model, doubled window, peaks: 9.92, 12.14 T
Level model, doubled window, dip/lower peak: 0.268
Pure tones, half window, peaks: 8.26, 13.73 T
Pure tones, half window, dip/lower peak: 0.474
F/B at top field, F1 and F2: 1.00, 1.20
Second/first harmonic at top field: 0.845
Fixed density: largest Fermi-level shift: 0.00429 eV
Fixed density: highest points each side of 11 T: 9.31, 11.66 T
Fixed density: dip/lower point: 0.558
Amplitude at F1+F2 over larger of F1, F2, fixed Fermi level: 0.314
Same ratio at fixed density: 1.456
Enhanced g factor (rough): 5.0
Spin factor of first harmonic: 0.853
Intersubband difference frequency: 2.0 T
Its rough size over main term at lowest field: 0.448
\end{verbatim}
